# Polarizability of stretched H2+ and the limit of linear response

## Problem

The electron of H$_2^+$ moves in the field of two protons clamped at $z=\pm R/2$. A static electric field $F$ points along the axis. In Hartree atomic units, which are used throughout, the electronic Hamiltonian is

$$H=H_0+Fz,\qquad H_0=-\tfrac12\nabla^2-\frac1{r_a}-\frac1{r_b},$$

where $r_a$ and $r_b$ are the distances from the left and right protons. The dipole about the midpoint is $\mu=-\langle z\rangle$, since the contributions of the two protons cancel there. The parallel polarizability is $\alpha=d\mu/dF$ at $F=0$.

Let $g$ and $u$ be the lowest $\sigma_g$ and $\sigma_u$ states of $H_0$, real and normalized, with energies $E_g$ and $E_u$ and gap $\Delta=E_u-E_g$.

1. How does $\alpha$ grow at large $R$, in terms of $R$ and $\Delta$?
2. How does $\Delta$ close, including its prefactor?
3. At what field does the linear law $\mu=\alpha F$ fail?

The potential $Fz$ has no lower bound, so strictly the electron can tunnel away. This slow ionization is neglected, as are nuclear motion and relativity.

## Estimate by scaling

At large $R$ the electron can sit near either proton. The field separates the energies of these two positions by about $FR$, while tunnelling, measured by $\Delta$, keeps the electron shared. The field wins when $FR\sim\Delta$, so linear response should fail near

$$F\sim\frac{\Delta}{R}.$$

The dipole is then of order $R$, which gives

$$\alpha\sim\frac{R}{\Delta/R}=\frac{R^2}{\Delta}.$$

The gap requires the two atomic tails to meet. Each has fallen to about $e^{-R/2}$ at the midpoint, and their product suggests $\Delta\sim e^{-R}$. The estimate leaves numerical factors and any power of $R$ in the gap undetermined.

## Exact solution at leading order in large $R$

### The polarizability

To first order in $F$, the perturbed ground state is

$$\psi=g-F\sum_{n\ne g}\frac{\langle n|z|g\rangle}{E_n-E_g}\,n .$$

The sum includes the continuum. Since $\langle g|z|g\rangle=0$ by parity, $\mu=-\langle\psi|z|\psi\rangle$ comes from the two cross terms:

$$\alpha=2\sum_{n\ne g}\frac{|\langle n|z|g\rangle|^2}{E_n-E_g}
=\frac{2d^2}{\Delta}+\alpha_{\rm rest},\qquad d=|\langle g|z|u\rangle|.$$

Here $\alpha_{\rm rest}$ contains the higher $\sigma_u$ states. All its terms are non-negative. If $\Delta'$ is the gap from $g$ to the second $\sigma_u$ state, replacing each denominator by $\Delta'$ can only increase the sum. Completeness gives $\sum_n|\langle n|z|g\rangle|^2=\langle g|z^2|g\rangle$, so

$$0\le\alpha_{\rm rest}\le\frac{2\left(\langle g|z^2|g\rangle-d^2\right)}{\Delta'}.$$

To evaluate $d$, choose the sign of $u$ so that

$$L=\frac{g+u}{\sqrt2}$$

lies near the left proton. Its mirror image is $L'=(g-u)/\sqrt2$. Parity removes the diagonal elements of $z$, hence

$$\langle L|z|L\rangle=\langle g|z|u\rangle=-d.$$

Thus $d$ is the distance of the localized charge centre from the midpoint. At leading order it is $R/2$.

The first correction is the polarization of the atom by the other proton. With $\mathbf r$ measured from the left proton and $\zeta=z+R/2$,

$$-\frac1{r_b}=-\frac1R-\frac{\zeta}{R^2}+O(R^{-3}).$$

The second term acts as a field $f=-1/R^2$ in a perturbation $f\zeta$. For the hydrogen state $\phi=\pi^{-1/2}e^{-r}$, the first-order change is $-f(1+r/2)\zeta\,\phi$. To verify this, write the change as $q\phi$. It must satisfy

$$-\tfrac12\nabla^2q+\partial_rq=-f\zeta .$$

For $q=-f(r+r^2/2)\cos\theta$ one has $\nabla^2q=-2f\cos\theta$ and $\partial_rq=-f(1+r)\cos\theta$. The left side is therefore $f\cos\theta-f(1+r)\cos\theta=-f\zeta$, as required. Using $\langle r^2\rangle=3$ and $\langle r^3\rangle=15/2$,

$$\langle\zeta\rangle=-2f\left\langle\zeta^2\left(1+\frac r2\right)\right\rangle
=-\frac{2f}{3}\left(3+\frac{15}{4}\right)=-\frac92f=\frac{9}{2R^2}.$$

The charge centre moves towards the midpoint:

$$d=\frac R2-\frac{9}{2R^2}+O(R^{-5}).$$

Higher multipoles of the distant proton produce no dipole in first order, because their angular dependence is orthogonal to $\cos\theta$. The next contribution combines the dipole term, of order $R^{-2}$, with the quadrupole term, of order $R^{-3}$.

The remainder stays finite. Up to exponentially small terms, $\langle g|z^2|g\rangle-d^2$ is the variance of $\zeta$ in the localized state, which tends to $\langle r^2\rangle/3=1$. The second $\sigma_u$ level tends to the $n=2$ level of hydrogen, so $\Delta'\to\frac12-\frac18=\frac38$. The upper bound therefore tends to $16/3$. Since $\Delta\to0$,

$$\boxed{\alpha\simeq\frac{R^2}{2\Delta}},\qquad
\frac{2\Delta\,\alpha}{R^2}\simeq\left(1-\frac9{R^3}\right)^2 .$$

The first relation means that the ratio of its two sides tends to 1. Their difference does not vanish: expanding $2d^2/\Delta$ gives $\alpha-R^2/(2\Delta)\simeq-9/(R\Delta)$, which grows in magnitude as the gap closes.

### The gap

Multiply the Schrödinger equation for $u$ by $g$, multiply that for $g$ by $u$, and subtract. The potential cancels:

$$-\tfrac12\left(g\nabla^2u-u\nabla^2g\right)=\Delta\,gu .$$

The bracket is $\nabla\cdot(g\nabla u-u\nabla g)$. Integrate over the half-space $z<0$, whose outward normal on the midplane is $+z$. There $u=0$, so

$$\Delta\int_{z<0}gu\,dV=-\frac12\int_{z=0}g\,\partial_zu\,dS .$$

This relation is exact for $H_0$. On the midplane $g=\sqrt2L$ and, because $\partial_zg=0$, $\partial_zu=\sqrt2\,\partial_zL$. On the left, $\int gu\,dV=\frac12\int(L^2-L'^2)\,dV\to\frac12$. Therefore

$$\Delta\simeq-2\int_{z=0}L\,\partial_zL\,dS .$$

The tail of $L$ is needed at the midplane, where the second proton changes it by a finite factor. Write $L=\pi^{-1/2}e^{-r}\chi$, with $r=r_a$. The energy is $-\frac12-1/R$ up to terms of order $R^{-4}$. Using

$$\nabla^2(e^{-r}\chi)=e^{-r}\left[\left(1-\frac2r\right)\chi-2\partial_r\chi+\nabla^2\chi\right],$$

the Schrödinger equation becomes

$$\partial_r\chi=\left(\frac1{r_b}-\frac1R\right)\chi+\frac12\nabla^2\chi .$$

Since $\chi$ varies over distances of order $R$, the last term is of order $\chi/R^2$. Over a path of length $R/2$ it changes $\chi$ by a relative amount of order $1/R$, and it is dropped. On the axis $r_b=R-r$, and $\chi\to1$ near the left proton, so

$$\ln\chi\left(\frac R2\right)=\int_0^{R/2}\left(\frac1{R-s}-\frac1R\right)ds=\ln2-\frac12,
\qquad \chi^2=\frac4e .$$

On the midplane $r=\sqrt{R^2/4+\rho^2}$, where $\rho$ is the distance from the axis. The factor $e^{-2r}$ confines the integral to $\rho\sim\sqrt R$, where $\chi$ differs from its axial value by a relative amount of at most order $1/R$. At leading order $\partial_zL=-(R/2r)L$. With $\rho\,d\rho=r\,dr$,

$$\Delta\simeq2\cdot\frac1\pi\cdot\frac4e\int_{R/2}^{\infty}2\pi r\,\frac{R}{2r}\,e^{-2r}dr
=\frac{8R}{e}\int_{R/2}^{\infty}e^{-2r}dr,$$

and hence

$$\boxed{\Delta\simeq\frac4e\,R\,e^{-R}},\qquad
\alpha\simeq\frac e8\,R\,e^{R}.$$

### The failure of linear response

At fields of order $\Delta/R$, the coupling of $g$ to $u$ is comparable with their gap. Couplings to higher states are small compared with energies of order $3/8$. In the basis $(g,u)$,

$$H=\begin{pmatrix}E_g&-dF\\-dF&E_u\end{pmatrix},\qquad
E=\frac{E_g+E_u}{2}-\frac12\sqrt{\Delta^2+4d^2F^2}$$

for the lower root. Since $dE/dF=\langle z\rangle=-\mu$,

$$\mu=\frac{2d^2F}{\sqrt{\Delta^2+4d^2F^2}}
=\frac{2d^2}{\Delta}\,\frac{F}{\sqrt{1+F^2/F_c^2}},\qquad
\boxed{F_c=\frac{\Delta}{2d}\simeq\frac{\Delta}{R}} .$$

At $F_c$ the dipole is $1/\sqrt2$ of its linear value. The linear law there already predicts $(2d^2/\Delta)F_c=d$, the saturation dipole of an electron localized at one proton. In this two-state model, the power series of $\mu$ in $F$ converges for $|F|<F_c$ and diverges for $|F|>F_c$.

If the dipole may fall below the linear prediction by a fraction $\varepsilon$ of that prediction, then $1/\sqrt{1+F^2/F_c^2}=1-\varepsilon$, which gives

$$F_\varepsilon=F_c\sqrt{(1-\varepsilon)^{-2}-1}.$$

For $\varepsilon=0.1$ this is $0.484\,F_c$. Inserting the leading gap gives $F_c\simeq(4/e)e^{-R}$: the range of linear response shrinks exponentially while the polarizability grows.

These results hold for the lower state. The upper root has the opposite sign of the square root and therefore the opposite dipole, so in this model an equal mixture of the two eigenstates has no net induced dipole. If the two levels are populated thermally at fixed $R$, the weak-field dipole of the model is reduced by the factor $\tanh(\Delta/2k_BT)$. The gap corresponds to 214 K at $R=10$ and 0.85 K at $R=16$, so at 300 K the factor is 0.34 and $1.4\times10^{-3}$. The values of $\alpha$ and $F_c$ given here therefore describe an electron in the lower state, or a temperature with $k_BT\ll\Delta$.

## Comparison

The numerical check diagonalizes $H_0$ in a finite basis of spheroidal functions. All values below are in atomic units.

| $R$ | $\Delta$ | $\Delta/(4Re^{-R-1})$ | $\alpha$ | $2\Delta\alpha/R^2$ |
|---|---|---|---|---|
| 2 | 0.4351 | 1.092 | 5.078 | 1.105 |
| 4 | 0.1005 | 0.933 | 70.05 | 0.880 |
| 10 | $6.777\times10^{-4}$ | 1.014 | $7.242\times10^4$ | 0.982 |
| 16 | $2.698\times10^{-6}$ | 1.018 | $4.724\times10^7$ | 0.996 |
| 24 | $1.353\times10^{-9}$ | 1.015 | $2.125\times10^{11}$ | 0.999 |

The polarizability ratio does not approach 1 monotonically from $R=2$. At $R=4$ the corrected formula would give $(1-9/64)^2=0.74$ instead of 0.880, so the large-$R$ expansion is not yet useful there. For the computed distances from $R=12$ upwards, the program tests that it agrees with the ratio to within $10^{-3}$.

At $R=10$, $d=4.95351$, and the sum over states gives

$$\alpha=\frac{2(4.95351)^2}{6.7766\times10^{-4}}+4.07
=72418+4=72422 .$$

The leading formula gives $100/(2\times6.7766\times10^{-4})=73783$, which is 1.9% above this value. The remainder, 4.07, is negligible beside the $g$–$u$ term. At $R=20$ it is 4.52, below its bound of 5.42 and close to the polarizability $9/2$ found above for an isolated hydrogen atom.

The characteristic field at $R=10$ is

$$F_c=\frac{6.7766\times10^{-4}}{2\times4.9535}=6.840\times10^{-5},$$

or $3.52\times10^7$ V/m. Diagonalizing $H_0+Fz$ in the whole basis, without the two-state reduction, gives these dipoles:

| $F/F_c$ | full | two-state | linear |
|---|---|---|---|
| 0.1 | 0.493 | 0.493 | 0.495 |
| 0.5 | 2.215 | 2.215 | 2.477 |
| 1 | 3.503 | 3.503 | 4.954 |
| 3 | 4.700 | 4.699 | 14.861 |

At $3F_c$ the linear law is too large by a factor of about three, because the electron is already almost localized. The full calculation reaches a 10% shortfall at $F=3.313\times10^{-5}$, in agreement with $F_\varepsilon$.

The scaling estimate therefore had the right dependence on $R$ and $\Delta$. Its field $\Delta/R=6.78\times10^{-5}$ is within 1% of $F_c$ at $R=10$, while its polarizability $R^2/\Delta$ is too large by a factor of about two. Its weak point was the gap. The estimate $e^{-R}$ omits the factor $4R/e$, which is 14.7 at $R=10$: one power of $R$ comes from the area of the midplane over which the tails meet, and $4/e$ from the second proton's enhancement of the tail.

## Computed results

```
H2+ table, all in atomic units (R in bohr, gap in hartree)
 R  gap         gap/law  d        alpha       ratio    Fc
 2  4.3510e-01  1.0924   1.04994 5.0776e+00  1.10464  2.072e-01
 4  1.0053e-01  0.9325   1.87091 7.0047e+01  0.88027  2.687e-02
 6  2.1325e-02  0.9744   2.87909 7.7911e+02  0.92304  3.703e-03
 8  3.9644e-03  1.0039   3.92594 7.7790e+03  0.96371  5.049e-04
10  6.7766e-04  1.0144   4.95351 7.2422e+04  0.98154  6.840e-05
12  1.1041e-04  1.0177   5.96819 6.4521e+05  0.98943  9.250e-06
16  2.6977e-06  1.0182   7.98230 4.7238e+07  0.99558  1.690e-07
20  6.1678e-08  1.0168   9.98871 3.2353e+09  0.99774  3.087e-09
24  1.3535e-09  1.0152  11.99217 2.1251e+11  0.99870  5.643e-11
law = (4/e) R exp(-R); ratio = alpha/(R^2/(2 gap))
At R = 20 bohr (atomic units):
  (R/2 - d) R^2 = 4.5152
  alpha_rest = 4.5171, its upper bound = 5.4222
  <z^2> - d^2 = 1.0016
  gap to second sigma_u state = 0.3694 hartree
At R = 24: pi exp(R) phi^2(midpoint) = 1.5705, limit 4/e = 1.4715
R = 8 bohr: full/linear dipole at Fc = 0.70733
R = 10 bohr: full/linear dipole at Fc = 0.70713
R = 12 bohr: full/linear dipole at Fc = 0.70711
Worked case R = 10 bohr (atomic units):
  E_g = -0.600579 hartree, gap = 6.77660e-04 hartree
  d = 4.95351, R^2/(2 gap) = 73783.3
  2 d^2/gap = 72417.5, alpha_rest = 4.066
  alpha (sum over states) = 72421.6
  alpha (dipole at 0.01 Fc) = 72418.0
  oscillator-strength sum = 1.0000000
  Fc = gap/(2d) = 6.8402e-05, gap/R = 6.7766e-05
  Fc = 3.517e+07 V/m
  F/Fc  F          full     two-state  linear dipole
  0.1   6.840e-06  0.4929   0.4929     0.4954
  0.5   3.420e-05  2.2154   2.2153     2.4769
  1.0   6.840e-05  3.5030   3.5027     4.9538
  3.0   2.052e-04  4.7003   4.6993     14.8614
  10% field: full = 3.3130e-05, formula = 3.3129e-05
  10% field / Fc = 0.4843
```
